# Interband conductivity of a Weyl node and of general band touchings: verification in Python

```python
"""Interband conductivity of band touchings (zero temperature, Fermi level at node).

Results under test, with e = hbar = 1 in the tests:
  Weyl node H = v k.sigma:       Re sigma = omega / (24 pi v)
  H homogeneous of degree z:     Re sigma proportional to omega**((d-2)/z)
  H = A k**z Q(n), Q*Q = 1:      Re sigma = pi/(4 z) S_d/(2 pi)**d G k_w**(d-2)
Here d is the dimension, n = k/|k|, S_d the area of the unit sphere,
k_w = (omega/(2A))**(1/z), and G the angular mean of k^2 Tr(dQ/dk_i)^2 / 2.
Road 1: absorbed energy from Schroedinger evolution under a weak pulse.
Road 2: Cartesian momentum sums with numerical eigenvectors and velocities.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
SPIN = np.array([(raising + raising.T) / 2, (raising - raising.T) / 2j,
                 np.diag(m_values)], dtype=complex)


def two_band(components):
    return np.einsum('in,iab->nab', np.array(components), PAULI)


def weyl(k):
    return two_band([k[:, 0], k[:, 1], k[:, 2]])


def tilted_weyl(k):
    return 0.5 * weyl(k) + 0.2 * k[:, 0, None, None] * np.eye(2)


def planar_quadratic(k):
    w = 0.5 * (k[:, 0] + 1j * k[:, 1])**2
    return two_band([w.real, w.imag, 0 * w.real])


def planar_cubic(k):
    w = 0.5 * (k[:, 0] + 1.2j * k[:, 1])**3
    return two_band([w.real, w.imag, 0 * w.real])


def spatial_cubic(k):
    k2 = (k**2).sum(1)
    return two_band([0.5 * k2 * k[:, 0], 0.5 * k2 * k[:, 1], 0.65 * k2 * k[:, 2]])


def double_weyl(k):
    w = 0.5 * (k[:, 0] + 1j * k[:, 1])**2
    return two_band([w.real, w.imag, 0.5 * k[:, 2]])


def four_band(k):
    """Isotropic quadratic touching with A = 1/2."""
    kj = np.einsum('ni,iab->nab', k, SPIN)
    k2 = (k**2).sum(1)[:, None, None]
    return 0.5 * (1.25 * k2 * np.eye(4) - kj @ kj)


def four_band_cubic_symmetry(k):
    """Adds cubic anisotropy and electron-hole asymmetry."""
    k2 = (k**2).sum(1)[:, None, None]
    squares = np.einsum('ni,iab->nab', k**2, SPIN @ SPIN)
    return (four_band(k) - 0.15 * (squares - 1.25 * k2 * np.eye(4))
            + 0.1 * k2 * np.eye(4))


def sigma_formula(omega, d, z, A, G):
    sphere = {2: 2 * np.pi, 3: 4 * np.pi}[d]
    k_w = (omega / (2 * A))**(1 / z)
    return np.pi / (4 * z) * sphere / (2 * np.pi)**d * G * k_w**(d - 2)


def pulse_ratio(hamiltonian, d, z, A, G):
    """Energy absorbed from a pulse, divided by the energy the formula predicts."""
    a0, tau, center, dt = 1e-3, 8.0, 1.0, 0.05
    gap = np.linspace(0.1, 2.3, 111)
    k = (gap / (2 * A))**(1 / z)
    radial_weight = k**d / (z * gap) * (gap[1] - gap[0])
    if d == 3:
        c, wc = np.polynomial.legendre.leggauss(6)
        directions = np.stack([np.sqrt(1 - c**2), 0 * c, c], axis=1)
        angular_weight = 2 * np.pi * wc
    else:
        phi = 2 * np.pi * (np.arange(8) + 0.3) / 8
        directions = np.stack([np.cos(phi), np.sin(phi)], axis=1)
        angular_weight = np.full(8, 2 * np.pi / 8)
    points = (k[:, None, None] * directions).reshape(-1, d)
    weight = (radial_weight[:, None] * angular_weight).ravel()
    gaps = np.repeat(gap, len(directions))
    shift = np.zeros(d)
    shift[-1] = 1.0
    # H(k + a) is a polynomial of degree at most two in a: exact coefficients
    h0, hp, hm = [hamiltonian(points + s * shift) for s in (0, 1, -1)]
    h1, h2 = (hp - hm) / 2, (hp + hm) / 2 - h0
    size = h0.shape[-1]
    Q = h0 / (gaps / 2)[:, None, None]
    assert np.allclose(Q @ Q, np.eye(size), atol=1e-10)
    upper, state = (np.eye(size) + Q) / 2, (np.eye(size) - Q) / 2
    for t in np.arange(-6 * tau + dt / 2, 6 * tau, dt):
        a = a0 * np.exp(-t**2 / (2 * tau**2)) * np.cos(center * t)
        h = h0 + a * h1 + a**2 * h2
        energy = np.sqrt((np.abs(h)**2).sum((1, 2)) / size)[:, None, None]
        state = (np.cos(energy * dt) * state
                 - 1j * np.sin(energy * dt) / energy * (h @ state))
    excited = (np.abs(upper @ state)**2).sum((1, 2))
    absorbed = (weight * gaps * excited).sum() / (2 * np.pi)**d

    def spectral_loss(w):
        a_w = a0 * tau * np.sqrt(2 * np.pi) / 2 * (
            np.exp(-((w - center) * tau)**2 / 2)
            + np.exp(-((w + center) * tau)**2 / 2))
        return sigma_formula(w, d, z, A, G) * w**2 * a_w**2 / np.pi * 1e6
    predicted = quad(spectral_loss, 0, 3, points=[center], limit=200)[0] / 1e6
    return absorbed / predicted


def momentum_sum(hamiltonian, d, n, half_width, axis, omegas):
    """Golden-rule conductivity on a grid; smooth delta with no quadratic bias."""
    line = ((np.arange(n) + 0.5) / n * 2 - 1) * half_width
    k = np.stack(np.meshgrid(*[line] * d, indexing='ij'), axis=-1).reshape(-1, d)
    energies, vectors = np.linalg.eigh(hamiltonian(k))
    step = np.zeros(d)
    step[axis] = 1e-4
    velocity = (hamiltonian(k + step) - hamiltonian(k - step)) / 2e-4
    elements = vectors.conj().transpose(0, 2, 1) @ velocity @ vectors
    half = energies.shape[1] // 2
    assert (energies[:, half - 1] < 0).all() and (energies[:, half] > 0).all()
    strength = np.abs(elements[:, half:, :half])**2
    gaps = energies[:, half:, None] - energies[:, None, :half]
    cell = (2 * half_width / n / (2 * np.pi))**d
    width, result = 0.15, []
    for w in omegas:
        x = (gaps - w) / width
        delta = np.exp(-x**2) * (1.5 - x**2) / (np.sqrt(np.pi) * width)
        result.append(np.pi / w * cell * (strength * delta).sum())
    return np.array(result)


# Road 1: prefactors and response formula together
models = [("Weyl, d=3 z=1", weyl, 3, 1, 1.0, 2 / 3),
          ("planar quadratic, d=2 z=2", planar_quadratic, 2, 2, 0.5, 2.0),
          ("four-band quadratic, d=3 z=2", four_band, 3, 2, 0.5, 4.0)]
print("Absorbed pulse energy / formula (dimensionless):")
for name, function, d, z, A, G in models:
    ratio = pulse_ratio(function, d, z, A, G)
    print(f"  {name}: {ratio:.4f}")
    assert abs(ratio - 1) < 3e-3

# Road 2: powers for models without full rotational symmetry
test_omegas = np.array([0.6, 1.2])
cases = [("tilted Weyl, d=3 z=1", tilted_weyl, 3, 48, 1.8, 0, 1.0),
         ("cubic-symmetry four-band, d=3 z=2", four_band_cubic_symmetry,
          3, 48, 1.4, 0, 1 / 2),
         ("anisotropic cubic, d=3 z=3", spatial_cubic, 3, 48, 1.3, 0, 1 / 3),
         ("anisotropic cubic, d=2 z=3", planar_cubic, 2, 300, 1.4, 0, 0.0),
         ("double Weyl, in plane", double_weyl, 3, 48, 1.8, 0, 1.0),
         ("double Weyl, along axis", double_weyl, 3, 48, 1.8, 2, 0.0)]
print("Power of omega from momentum sums (computed, predicted):")
for name, function, d, n, half_width, axis, expected in cases:
    values = momentum_sum(function, d, n, half_width, axis, test_omegas)
    power = np.log(values[1] / values[0]) / np.log(2)
    print(f"  {name}: {power:.3f}, {expected:.3f}")
    assert values.min() > 1e-4
    assert abs(power - expected) < 0.01
    if function is tilted_weyl:
        tilt_ratio = values / (test_omegas / (24 * np.pi * 0.5))
        assert np.all(np.abs(tilt_ratio - 1) < 2e-3)
print(f"Tilted Weyl sum / untilted formula at omega=1.2: {tilt_ratio[1]:.4f}")

# Radial velocity has no interband element; a transverse one does
k = np.array([[0.5, -0.3, 0.7]])
transverse = np.array([[0.3, 0.5, 0.0]])
_, U = np.linalg.eigh(four_band_cubic_symmetry(k)[0])
norms = []
for direction in (k, transverse):
    unit = direction / np.linalg.norm(direction)
    derivative = (four_band_cubic_symmetry(k + 1e-4 * unit)
                  - four_band_cubic_symmetry(k - 1e-4 * unit))[0] / 2e-4
    norms.append(np.linalg.norm((U.conj().T @ derivative @ U)[2:, :2]))
assert norms[0] < 1e-9 and norms[1] > 0.1
print(f"Interband velocity norm, radial below 1e-9: {norms[0] < 1e-9}")
print(f"Interband velocity norm, transverse (test units): {norms[1]:.3f}")

# Worked example in atomic units
omega, speed, A_quadratic = 0.004, 0.2, 5.0
k_weyl = omega / (2 * speed)
mean_square = speed**2 * quad(lambda c: (1 - c**2) / 2, -1, 1)[0]
transition_density = k_weyl**2 / (2 * np.pi**2) / (2 * speed)
sigma_weyl = np.pi / omega * mean_square * transition_density
assert np.isclose(sigma_weyl, omega / (24 * np.pi * speed), rtol=1e-10)
assert np.isclose(transition_density, omega**2 / (16 * np.pi**2 * speed**3))
k_quadratic = np.sqrt(omega / (2 * A_quadratic))
sigma_four = sigma_formula(omega, 3, 2, A_quadratic, 4.0)
sigma_planar = sigma_formula(omega, 2, 2, A_quadratic, 2.0)
assert np.isclose(sigma_four, k_quadratic / (4 * np.pi))
assert np.isclose(sigma_planar, 1 / 8)
bohr = const.physical_constants['Bohr radius'][0]
hartree_ev = const.physical_constants['Hartree energy in eV'][0]
sheet_unit = const.e**2 / const.hbar
bulk_unit = sheet_unit / bohr
print("Worked example (atomic units unless stated):")
print(f"  photon energy: {omega:.4f} = {omega * hartree_ev:.4f} eV")
print(f"  Weyl speed v: {speed:.2f}")
print(f"  quadratic coefficient A: {A_quadratic:.1f}")
print(f"  Weyl k_w: {k_weyl:.4f}")
print(f"  Weyl mean squared velocity element: {mean_square:.6f}")
print(f"  Weyl transition density: {transition_density:.4e}")
print(f"  Weyl conductivity: {sigma_weyl:.4e}")
print(f"  Weyl conductivity in SI: {sigma_weyl * bulk_unit:.1f} S/m")
print(f"  quadratic k_w: {k_quadratic:.4f}")
print(f"  four-band conductivity: {sigma_four:.4e}")
print(f"  four-band conductivity in SI: {sigma_four * bulk_unit:.1f} S/m")
print(f"  planar quadratic sheet conductivity: {sigma_planar:.4f}")
print(f"  planar sheet conductivity in SI: {sigma_planar * sheet_unit:.4e} S")
print("Factor in conductivity when omega doubles (dimensionless):")
for name, _, d, z, _, G in models:
    A = speed if z == 1 else A_quadratic
    factor = sigma_formula(2 * omega, d, z, A, G) / sigma_formula(omega, d, z, A, G)
    print(f"  {name}: {factor:.4f}")
print("success")
```

Running it gives:

```
Absorbed pulse energy / formula (dimensionless):
  Weyl, d=3 z=1: 0.9998
  planar quadratic, d=2 z=2: 0.9998
  four-band quadratic, d=3 z=2: 0.9998
Power of omega from momentum sums (computed, predicted):
  tilted Weyl, d=3 z=1: 1.000, 1.000
  cubic-symmetry four-band, d=3 z=2: 0.500, 0.500
  anisotropic cubic, d=3 z=3: 0.333, 0.333
  anisotropic cubic, d=2 z=3: 0.000, 0.000
  double Weyl, in plane: 1.000, 1.000
  double Weyl, along axis: 0.000, 0.000
Tilted Weyl sum / untilted formula at omega=1.2: 1.0000
Interband velocity norm, radial below 1e-9: True
Interband velocity norm, transverse (test units): 1.231
Worked example (atomic units unless stated):
  photon energy: 0.0040 = 0.1088 eV
  Weyl speed v: 0.20
  quadratic coefficient A: 5.0
  Weyl k_w: 0.0100
  Weyl mean squared velocity element: 0.026667
  Weyl transition density: 1.2665e-05
  Weyl conductivity: 2.6526e-04
  Weyl conductivity in SI: 1220.1 S/m
  quadratic k_w: 0.0200
  four-band conductivity: 1.5915e-03
  four-band conductivity in SI: 7320.9 S/m
  planar quadratic sheet conductivity: 0.1250
  planar sheet conductivity in SI: 3.0427e-05 S
Factor in conductivity when omega doubles (dimensionless):
  Weyl, d=3 z=1: 2.0000
  planar quadratic, d=2 z=2: 1.0000
  four-band quadratic, d=3 z=2: 1.4142
success
```
